# Why phonon-assisted tunnelling in silicon is weaker than direct tunnelling

**Q:** I compare reverse-biased junctions in silicon and in a direct-gap semiconductor of similar gap, at the same field. Silicon gives far less interband tunnelling current. I am told that the electron "also needs a phonon". Does the phonon weaken the current?

**A:** No. Ask first what happens without it. I use Hartree atomic units. Let the field exert a force $F$ on the electron along $-x$, so that its potential energy is $Fx$ and

$$\dot k_x=-F,\qquad \dot{\mathbf k}_\perp=0 .$$

In a periodic crystal, take the zone-centre Bloch functions as a basis that does not change with $\mathbf k$. The amplitudes $a$ in this basis then obey $i\dot a=H(\mathbf k(t))\,a$. Split the Hamiltonian as $H(\mathbf k)=c(\mathbf k)\,1+h(\mathbf k)$ and write $a=e^{-i\int c\,dt}\,b$. The derivative of the phase cancels $c$, which leaves

$$i\dot b=h(\mathbf k(t))\,b .$$

The elastic interband probability therefore does not depend on $c$. But $c$ moves both bands together at each $\mathbf k$, so it can raise the valence band at one wave vector and lower the conduction band at another. It changes the indirect gap and leaves every vertical gap alone.

**Q:** So the elastic process does not notice that silicon has a small gap?

**A:** In a uniform field it sees the vertical gaps. Take silicon with the field along a cube axis. An electron starting at the valence maximum at $\Gamma$ with $\mathbf k_\perp=0$ never visits the four valleys off that axis. It can be swept to the wave vector of a valley on the axis, but there the valence band lies far below the conduction band.

A two-band chain shows this. Take $h=\sigma_z+0.5\sin k\,\sigma_x$ and $c=0.65\cos k$, with unit lattice spacing. The term $c$ lowers the overall gap from 2.0 to 0.7, while the smallest vertical gap stays at 2.0. I propagated a valence packet, initially centred at $k=\pi/2$, in real space for half a Bloch period at $F=1$. The final conduction population is 0.0246 with or without $c$. Halving the $\sigma_z$ term, and with it the smallest vertical gap, raises the population to 0.31. These numbers belong to a short sweep in a strong field. They show what the elastic process depends on, but they are not the tunnelling probabilities of a complete crossing, which are derived below.

**Q:** Then what does the phonon do?

**A:** It supplies the wave vector between $\Gamma$ and the valley, and so opens a channel governed by the small gap. A frozen distortion isolates this role, since it supplies momentum but no energy. I put the chain with gap 0.7 into a smooth junction with a potential drop of 1.3, and added an interband mixing $0.02\cos(qx)$ under a Gaussian envelope. A Green-function calculation at the middle energy gives a transmission of $3.5\times10^{-6}$ for $q=\pi$, the valley wave vector. For $q=0$, or with no distortion, it is below $10^{-23}$.

Doubling the amplitude from 0.0025 to 0.005 multiplies the transmission by 3.996, close to the square law of lowest order. From 0.02 to 0.04 the factor is 3.77, so higher orders are already visible.

**Q:** If the phonon opens the small gap, why is the current still below that of a direct material?

**A:** We need both rates. For the direct case I take the isotropic two-band model

$$H=\tfrac12E_g\beta+v\,\boldsymbol\alpha\cdot\mathbf k,\qquad E=\pm\sqrt{E_g^2/4+v^2k^2},$$

where $\beta$ and the $\alpha_j$ anticommute and square to one. Near the edge, $E\approx E_g/2+v^2k^2/E_g$. Both masses are thus $E_g/(2v^2)$, the reduced mass is $m_r=E_g/(4v^2)$, and $v=\tfrac12\sqrt{E_g/m_r}$.

At fixed $\mathbf k_\perp$, the part of $H$ without $k_x$ anticommutes with $\alpha_x$ and squares to $W^2=E_g^2/4+v^2k_\perp^2$. The problem therefore separates into two identical two-level crossings. With $\lambda=vF$,

$$i\dot a=\lambda t\,a+W b,\qquad i\dot b=Wa-\lambda t\,b .$$

The state $a$ is valence-like at $t\to-\infty$ and conduction-like at $t\to+\infty$, so tunnelling means staying in $a$. At large $|t|$ the small component is $b\approx Wa/(2\lambda t)$. Inserting it gives

$$a\propto e^{-i\lambda t^2/2}\,t^{-i\nu},\qquad \nu=\frac{W^2}{2\lambda}.$$

Now continue $t=Re^{i\varphi}$ over the large upper semicircle from $\varphi=\pi$ to $0$. In the second quadrant this solution is the exponentially small one and the other is absent. In the first quadrant it is the large one, so an admixture of the other acquired there does not change its coefficient. Since $|t^{-i\nu}|=e^{\nu\varphi}$, the amplitude falls by $e^{-\pi\nu}$. The probability is

$$P=e^{-2\pi\nu}=\exp\!\left(-\frac{\pi W^2}{vF}\right)
=\exp\!\left(-\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2F}-\frac{\pi vk_\perp^2}{F}\right),$$

because $E_g^2/(4v)=\sqrt{m_r}\,E_g^{3/2}/2$.

**Q:** How does that become a generation rate?

**A:** For each spin and $\mathbf k_\perp$, the filled band sends $F/2\pi$ states per unit length and time through the crossing. The transverse sum is

$$\int\!\frac{d^2k_\perp}{(2\pi)^2}\,e^{-\pi vk_\perp^2/F}=\frac{1}{4\pi^2}\,\frac{\pi F}{\pi v}=\frac{F}{4\pi^2v}.$$

With two spins the rate per volume is

$$G_d=2\,\frac{F}{2\pi}\,\frac{F}{4\pi^2v}\,P(0)
=\frac{F^2\sqrt{m_r}}{2\pi^3\sqrt{E_g}}\exp\!\left(-\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2F}\right).$$

No weak coupling appears in the prefactor: the two bands are branches of one dispersion relation.

**Q:** And with the phonon?

**A:** I work to lowest order in the electron–phonon coupling. Assume a full valence band, an empty conduction band, isotropic parabolic masses $m_v,m_c$, $g$ equivalent valleys, one phonon energy $\omega$ and a constant interband deformation potential $D$. In a crystal of volume $\Omega$ and mass density $\rho$, a mode with occupation $N$ has the squared matrix element $\Lambda/\Omega$, where

$$\Lambda=\frac{D^2}{2\rho\omega}\times\begin{cases}N+1&\text{emission}\\ N&\text{absorption.}\end{cases}$$

This follows from the mode's displacement amplitude $1/\sqrt{2\rho\Omega\omega}$. Measure $\mathbf q$ from the valley wave vector and let $\phi_i,\phi_f$ be the envelope functions. The golden rule contains

$$\frac1\Omega\sum_{\mathbf q}\left|\int\!\phi_f^*e^{i\mathbf q\cdot\mathbf r}\phi_i\,d^3r\right|^2=\int|\phi_f|^2|\phi_i|^2\,d^3r,$$

since $\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}=\Omega\,\delta(\mathbf r-\mathbf r')$. The transition is local: both evanescent tails must be present at the same point. With local densities of states $\rho_v,\rho_c$ per spin and per valley,

$$G_i=2g\cdot2\pi\Lambda\int dE\;\rho_v(E)\,\rho_c(E\mp\omega),$$

with the upper sign for emission. If the initial energy lies $y$ above the local valence edge, the final energy lies $\Delta-y$ below the conduction edge, where $\Delta=E_g\pm\omega$.

**Q:** How large are those tails?

**A:** For motion along the field with mass $m$, the Schrödinger equation becomes Airy's equation in $u=(x-E/F)/\ell$, with $\ell=(2mF)^{-1/3}$. The energy-normalized solution is $\mathrm{Ai}(u)/(\ell\sqrt F)$. A transverse energy $\varepsilon$ has the density $m/2\pi$ per area and adds to the depth $d$ below the edge. Put $s=d/(F\ell)$. Then

$$\rho=\frac{m}{2\pi}\int_0^\infty\!\frac{d\varepsilon}{\ell^2F}\,\mathrm{Ai}^2\!\left(\frac{d+\varepsilon}{F\ell}\right)
=\frac{m}{2\pi\ell}\int_s^\infty\!\mathrm{Ai}^2du
=\frac{m}{2\pi\ell}\left[\mathrm{Ai}'^2(s)-s\,\mathrm{Ai}^2(s)\right].$$

The last step holds because $\frac{d}{du}(u\mathrm{Ai}^2-\mathrm{Ai}'^2)=\mathrm{Ai}^2$ when $\mathrm{Ai}''=u\mathrm{Ai}$. The valence tail has the same form by reflection.

Deep in the gap $\mathrm{Ai}^2\approx e^{-4u^{3/2}/3}/(4\pi\sqrt u)$. Its integral from $s$ is, to leading order, the integrand divided by the decay rate $2\sqrt s$, which gives $e^{-4s^{3/2}/3}/(8\pi s)$. Hence

$$\rho\approx\frac{mF}{16\pi^2d}\exp\!\left(-\frac{4\sqrt{2m}\,d^{3/2}}{3F}\right).$$

**Q:** Where in the barrier does the phonon act?

**A:** The product of the tails is governed by

$$S(y)=\frac{4\sqrt2}{3F}\left[\sqrt{m_v}\,y^{3/2}+\sqrt{m_c}\,(\Delta-y)^{3/2}\right],$$

$$S'(y)=\frac{2}{F}\left[\sqrt{2m_vy}-\sqrt{2m_c(\Delta-y)}\right].$$

The least costly place is where the two decay constants agree. With $M=m_v+m_c$ this is $y_0=m_c\Delta/M$, and $\Delta-y_0=m_v\Delta/M$. Using $m_vm_c=m_rM$,

$$S(y_0)=\frac{4\sqrt2}{3F}\,\frac{\Delta^{3/2}\sqrt{m_vm_c}\,(m_c+m_v)}{M^{3/2}}=\frac{4\sqrt{2m_r}\,\Delta^{3/2}}{3F},$$

$$S''(y_0)=\frac{\sqrt2}{F}\left[\sqrt{\frac{m_v}{y_0}}+\sqrt{\frac{m_c}{\Delta-y_0}}\right]=\frac{\sqrt2\,M}{F\sqrt{m_r\Delta}} .$$

The Gaussian integral over $y$ gives

$$\sqrt{\frac{2\pi}{S''}}=2^{1/4}\sqrt{\pi F}\,\frac{(m_r\Delta)^{1/4}}{\sqrt M}.$$

The tail prefactors give $m_vm_cF^2/[256\pi^4y_0(\Delta-y_0)]$, with $y_0(\Delta-y_0)=m_r\Delta^2/M$. Multiplying by $4\pi g\Lambda$,

$$G_i\approx g\Lambda\,\frac{2^{1/4}\sqrt\pi\;m_vm_c\sqrt{m_v+m_c}\;F^{5/2}}{64\pi^3\,m_r^{3/4}\,\Delta^{7/4}}
\exp\!\left(-\frac{4\sqrt{2m_r}\,\Delta^{3/2}}{3F}\right).$$

This is the weak-field limit, in which $S(y_0)\gg1$.

**Q:** I expected the small coupling $\Lambda$. But the exponents differ too, even for $\omega\to0$. Why?

**A:** In both cases the exponent is $2\int\kappa\,dx=(2/F)\int\kappa\,dy$, with $\kappa$ the decay constant in the gap. Take equal masses, $m_v=m_c=2m_r$.

In the direct case valence and conduction tails are one curve, $v^2\kappa^2=E_g^2/4-(y-E_g/2)^2$. This half-ellipse bends over at midgap, where $\kappa=E_g/(2v)=\sqrt{m_rE_g}$. Its area is $\pi\sqrt{m_r}\,E_g^{3/2}/4$, which reproduces the exponent of $G_d$.

In the indirect case the tails belong to different wave vectors and do not join. Each parabolic branch keeps rising until the phonon transfers the electron, and at midgap $\kappa=\sqrt{2m_rE_g}$, larger by $\sqrt2$. The exponents have the ratio

$$\frac{4\sqrt2/3}{\pi/2}=\frac{8\sqrt2}{3\pi}\approx1.20 .$$

The figure 1.20 belongs to this pair of models. Non-parabolic tails in a real indirect crystal would change it.

**Q:** Please put in numbers.

**A:** I choose round, silicon-like parameters, not a fit to silicon: $E_g=0.04$ hartree, $m_v=m_c=0.2$, hence $m_r=0.1$, $g=6$, $\omega=0.002$ hartree, $D=0.1$ hartree/bohr, $\rho=400$ electron masses per cubic bohr, and $F=2\times10^{-4}$, about 1.03 MV/cm. The direct material has the same gap and masses. This partner is hypothetical, chosen to isolate the indirect gap: real direct semiconductors of this gap have much lighter carriers, as discussed below.

The common quantity in the exponents is

$$\frac{\sqrt{m_r}\,E_g^{3/2}}{F}=\frac{0.3162\times0.008}{2\times10^{-4}}=12.65 .$$

- Direct: $1.571\times12.65=19.87$.
- Indirect with $\omega=0$: $1.886\times12.65=23.85$.
- Emission: $23.85\times1.05^{3/2}=25.66$.
- Absorption: $23.85\times0.95^{3/2}=22.09$.

The direct prefactor is $1.02\times10^{-9}$. At zero temperature $\Lambda=0.01/(2\times400\times0.002)=0.00625$, and the emission prefactor is $8.2\times10^{-13}$. The ratio of the rates is then

$$\frac{G_i}{G_d}=\underbrace{8.1\times10^{-4}}_{\text{prefactors}}\times\underbrace{0.0186}_{\text{unjoined tails}}\times\underbrace{0.16}_{\text{phonon energy}}\times\underbrace{0.91}_{\text{full integral}}=2.2\times10^{-6}.$$

The second factor is $e^{19.87-23.85}$ and the third $e^{23.85-25.66}$. The last replaces the saddle-point result by numerical integration of the Airy expression.

In laboratory units the direct rate is $6.7\times10^{23}\ \mathrm{cm^{-3}\,s^{-1}}$ and the indirect one $1.5\times10^{18}\ \mathrm{cm^{-3}\,s^{-1}}$. The prefactor is the largest single cause here, but the two exponential factors together contribute a further $3\times10^{-3}$.

**Q:** What would silicon do without phonons, by the same estimate?

**A:** Put a vertical gap of 0.12 hartree into the direct formula, with the same $m_r$. The exponent grows by $3^{3/2}$ to 103, and the rate is about $10^{-54}$ atomic units, against $5.4\times10^{-24}$ with phonon emission at zero temperature. The two-band form is crude for such a gap, but the margin is wide: in this formula the reduced mass would have to fall from 0.1 to about 0.009 before the elastic rate equalled the phonon-assisted one.

**Q:** My devices run at room temperature. Does heating help?

**A:** At 300 K the occupation is $N=0.139$. Emission gains the factor $1+N$. Absorption carries the smaller weight $N$, but its barrier is lower by $2\omega$ than that for emission. From the closed formula,

$$\frac{G_{\rm abs}}{G_{\rm em}}\approx\frac{0.139}{1.139}\left(\frac{0.042}{0.038}\right)^{7/4}e^{25.66-22.09}\approx5.2,$$

and the full integral gives 5.1. Absorption therefore dominates at this field. The total is $1.0\times10^{19}\ \mathrm{cm^{-3}\,s^{-1}}$, seven times the zero-temperature rate, and $1.6\times10^{-5}$ of the direct rate. The gap is held fixed here; its own change with temperature is left out. These figures also belong to the chosen phonon energy. Silicon has a softer zone-edge acoustic phonon as well, near 0.0007 hartree, for which the same formulas give an absorption/emission ratio of about 1.8 and a thermal gain of about five.

The balance depends on the field, because the exponents scale as $1/F$:

| $F$ (a.u.) | $G_i/G_d$, 0 K | $G_i/G_d$, 300 K | absorption/emission |
|---|---|---|---|
| $1\times10^{-4}$ | $5.1\times10^{-9}$ | $1.1\times10^{-6}$ | 184 |
| $2\times10^{-4}$ | $2.2\times10^{-6}$ | $1.6\times10^{-5}$ | 5.1 |
| $4\times10^{-4}$ | $5.3\times10^{-5}$ | $1.1\times10^{-4}$ | 0.85 |

**Q:** Could an indirect material ever win at equal gap and mass?

**A:** Within these formulas, yes. The absorption exponent falls below the direct one if

$$\left(1-\frac{\omega}{E_g}\right)^{3/2}<\frac{3\pi}{8\sqrt2},\qquad\text{that is}\qquad\frac{\omega}{E_g}>0.115 .$$

At finite temperature and sufficiently weak field, that would outweigh the small prefactor ratio, which falls only as $\sqrt F$. The rates can then be negligibly small. With $\omega/E_g=0.2$, 300 K and the other parameters of the example, the indirect material wins only below $F\approx3.2\times10^{-5}$, where both rates are near $10^{-64}$ atomic units. In our example $\omega/E_g=0.05$, so it does not happen. At zero temperature there is emission alone, and its exponent is the larger one for every $\omega$.

**Q:** My direct-gap material also has lighter carriers.

**A:** Then the measured contrast contains a further cause, unrelated to phonons. Lowering the direct material's $m_r$ from 0.1 to 0.04 reduces its exponent from 19.87 to $19.87\sqrt{0.4}=12.57$. Its rate rises from $2.4\times10^{-18}$ to $2.2\times10^{-15}$ atomic units, a factor of about 940. This is comparable with the inverse prefactor ratio, about 1240, and exceeds it at $m_r=0.037$. For a real direct material the mass can therefore matter as much as the weak phonon coupling. Your comparison measures the effect of the indirect gap by itself only after this mass difference has been taken out.

**Q:** What should I not trust when I apply this to real silicon?

**A:** The absolute indirect rate. It is proportional to $D^2$, and my single $D$ stands for several phonon branches and for virtual routes through other bands. Silicon's valleys are anisotropic and its valence band is warped, so the tunnelling masses depend on the field direction. With the field along a cube axis, the two valleys on that axis present their heavy longitudinal mass and contribute almost nothing, so four valleys carry the current. The momentum argument also assumes a periodic crystal and a uniform field. Defects, alloy disorder or an abrupt interface break that assumption and can supply wave vector without a phonon. Their contribution needs its own calculation. Finally, the formulas give the tunnelling rate alone. At fields near 1 MV/cm, avalanche multiplication can also add to the reverse current of a real junction.
